# Buckling of a Clamped Film above a Straight Debond, part 1

(Sections cited here and not found follow in the second part.)

## The straight buckle

### What dimensions fix

A thin film under compression lies on a substrate from which it has come loose over a long straight strip of width $w$. At a certain stress the loose part can lower its energy by arching upward.

Bending enters through the rigidity $D$, defined by an energy per area equal to $D/2$ times the square of the curvature. Curvature is an inverse length, so $D$ is an energy. The load enters through the compressive force per length of edge, $N=\sigma h$, where $\sigma$ is the stress and $h$ the film thickness. Its dimension is energy divided by length squared. For a very long strip, the one remaining length is $w$, and the threshold must have the form

$$
\sigma_c h=C\,\frac{D}{w^2},
$$

where $C$ is a number. Rigidity is a modulus times a volume, and the volume is $h^3$, because $D$ belongs to the film and does not know $w$. Therefore

$$
\sigma_c\propto E\left(\frac{h}{w}\right)^2 ,
$$

with $E$ the Young modulus. It is the ratio $h/w$ that is squared. Dimensions leave open the numerical factor, the shape of the buckle, and the role of the Poisson ratio $\nu$ and of any stress along the strip.

The algebra is in atomic units, where stress is measured in hartree per cubic bohr. Classical elasticity contains no $\hbar$, so the formulas have the same form in any consistent units. Numerical values are in eV and angstrom.

### Assumptions and theorem

The coordinate $x$ runs across the strip, from $-w/2$ to $w/2$; $y$ runs along it, and $z$ through the film, from $-h/2$ to $h/2$. The following is assumed.

1. The film is uniform, isotropic and linearly elastic, with $h\ll w$ and small slopes.
2. Before buckling it is flat. The stress is uniform through the thickness, with compression $\sigma>0$ across the strip and $r\sigma$ along it. A negative $r$ means tension along the strip.
3. The substrate is rigid, and the film is clamped at $x=\pm w/2$: displacement and slope vanish there.
4. The debond does not grow during buckling. Contact with the substrate is at first ignored.

The threshold is the stress above which the flat film no longer has the lowest energy.

**Theorem.** Under these assumptions, in the plate model:

(a) for deflections uniform along the strip, the threshold is

$$
\boxed{\;\sigma_c=\frac{\pi^2E}{3(1-\nu^2)}\left(\frac hw\right)^2\;}
$$

(b) when deflections may also vary along the strip, this remains the threshold for $r\le 2/3$, and the threshold is lower for $r>2/3$;

(c) for $r=1$ it is $c\,\sigma_c$, with

$$
c=\frac{\kappa^2+\eta^2}{\pi^2},\qquad
\kappa\tanh\kappa=1,\qquad \eta\tan\eta=-1,
$$

where $\kappa>0$ and $\pi/2<\eta<\pi$.

Part (a) is proved first.

### Lemma 1: the bending rigidity

**Statement.** For a deflection $f(x)$, the bending energy per area is $\tfrac12D f''^2$, with

$$
D=\frac{\bar E h^3}{12},\qquad \bar E=\frac{E}{1-\nu^2}.
$$

**Proof.** In a thin plate, a line normal to the middle surface stays normal to it. When the surface has slope $f'$, a point at height $z$ therefore moves sideways by $-zf'$. The resulting strain is

$$
\varepsilon_{xx}=\frac{d}{dx}(-zf')=-zf''.
$$

Nothing changes along $y$, so $\varepsilon_{yy}=0$. The faces are free and the film is thin, so $\sigma_{zz}=0$ to leading order. For the stress changes, Hooke's law gives

$$
0=\varepsilon_{yy}=\frac{\sigma_{yy}-\nu\sigma_{xx}}E
\quad\Rightarrow\quad \sigma_{yy}=\nu\sigma_{xx},
$$

$$
\varepsilon_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}}E
=\frac{1-\nu^2}{E}\,\sigma_{xx}
\quad\Rightarrow\quad \sigma_{xx}=\bar E\,\varepsilon_{xx}.
$$

The energy density is $\tfrac12\sigma_{xx}\varepsilon_{xx}=\tfrac12\bar E z^2f''^2$. Since

$$
\int_{-h/2}^{h/2}z^2\,dz=\frac{2}{3}\left(\frac h2\right)^3=\frac{h^3}{12},
$$

integration through the thickness gives the statement. $\square$

The factor $1/(1-\nu^2)$ exceeds one because the long film cannot contract or expand along $y$ as it bends.

### Lemma 2: the energy of a deflection

**Statement.** Let $u(x)$ be the displacement of the middle surface along $x$, measured from the compressed flat state. The energy change per length of strip is

$$
U=\frac D2\int f''^2dx-\frac{\sigma h}{2}\int f'^2dx
+\frac{\bar Eh}{2}\int e^2dx,
\qquad e=u'+\tfrac12f'^2 ,
$$

with all integrals over the width.

**Proof.** An element $dx$ acquires the length

$$
dx\sqrt{(1+u')^2+f'^2}\approx dx\left(1+u'+\tfrac12 f'^2\right).
$$

The terms omitted are of higher order, because $u'$ will turn out to be of order $f'^2$. The added membrane strain is thus $e$.

The stress across the strip starts at $-\sigma$ and becomes $-\sigma+\bar Ee$. The work done while the strain grows from zero to $e$ is, per volume,

$$
\int_0^e(-\sigma+\bar Ee')\,de'=-\sigma e+\tfrac12\bar Ee^2 .
$$

The stress along $y$ does no work, since there is no strain along $y$. Multiplication by $h$ and integration over $x$ give the membrane energy. In its linear part,

$$
-\sigma h\int e\,dx=-\sigma h\,[u]_{-w/2}^{w/2}-\frac{\sigma h}{2}\int f'^2dx ,
$$

and the bracket vanishes because the edges are fixed. The initial stress is uniform in $z$ and the bending strain is odd in $z$, so their product integrates to zero. Adding the bending energy of Lemma 1 completes the proof. $\square$

The middle term drives the instability. An arched film is longer than a flat one between the same edges, so arching relieves compression. Bending opposes this, and so does the last term, but the last term is of fourth order in the deflection when $u$ adjusts.

### Lemma 3: the least bending for a given shortening

**Statement.** If $f$ and $f'$ vanish at $x=\pm w/2$, then

$$
\int f''^2dx\ \ge\ \frac{4\pi^2}{w^2}\int f'^2dx ,
$$

with equality for $f=\tfrac A2\,[1+\cos(2\pi x/w)]$.

**Proof.** Let $g=f'$. It vanishes at both edges, so it continues periodically, with period $w$, without a jump. Its mean is zero, because $\int g\,dx=f(w/2)-f(-w/2)=0$. Hence its Fourier series has no constant term:

$$
g(x)=\sum_{n\ne0}g_n e^{2\pi inx/w}.
$$

Parseval's theorem, applied to $g'$ and to $g$, gives

$$
\int g'^2dx=w\sum_{n\ne0}\left(\frac{2\pi n}{w}\right)^2|g_n|^2
\ge\frac{4\pi^2}{w^2}\,w\sum_{n\ne0}|g_n|^2
=\frac{4\pi^2}{w^2}\int g^2dx ,
$$

since $n^2\ge1$. Equality requires that $n=\pm1$ alone be present, so that $g$ combines $\sin(2\pi x/w)$ and $\cos(2\pi x/w)$. The cosine equals $-1$ at the edges, where $g$ must vanish, so it is absent. Integrating the sine and requiring $f(\pm w/2)=0$ gives the stated shape. $\square$

### Proof of part (a)

Define $\sigma_c=4\pi^2D/(hw^2)$. Lemma 3 and the positive last term in Lemma 2 give

$$
U\ge\frac h2(\sigma_c-\sigma)\int f'^2dx .
$$

For $\sigma<\sigma_c$ every deflection costs energy. For $\sigma>\sigma_c$, take the shape of Lemma 3 with a small amplitude $A$ and choose

$$
u'=e_0-\tfrac12f'^2,\qquad e_0=\frac1{2w}\int f'^2dx .
$$

Then $\int u'dx=0$, so both edges can remain fixed, and $e=e_0$ is of order $A^2$. The last energy term is of order $A^4$. The others add up to a negative multiple of $A^2$, so $U<0$ for small enough $A$. The threshold is therefore $\sigma_c$, and Lemma 1 gives

$$
\sigma_c=\frac{4\pi^2}{hw^2}\,\frac{Eh^3}{12(1-\nu^2)}
=\frac{\pi^2E}{3(1-\nu^2)}\left(\frac hw\right)^2.\qquad\square
$$

**Remark on contact.** The critical shape with $A>0$ is nowhere negative. The substrate forbids downward deflections, which can only raise a threshold by removing competitors. Here the minimizing shape remains allowed, so $\sigma_c$ is unchanged.

### Force balance and the next mode

The same threshold follows from equilibrium. Vary $f$ by $\delta f$ in the quadratic part of $U$:

$$
\delta U=\int\left(Df''\delta f''-\sigma hf'\delta f'\right)dx
=\int\left(Df''''+\sigma hf''\right)\delta f\,dx .
$$

The first term was integrated by parts twice and the second once. The boundary terms vanish because $\delta f$ and $\delta f'$ are zero at the edges. Thus

$$
f''''+q^2f''=0,\qquad q^2=\frac{\sigma h}{D},
$$

with the general solution $f=a_0+a_1x+a_2\cos qx+a_3\sin qx$. Reflection symmetry in $x$ separates even and odd modes.

For an even mode, $f'(w/2)=0$ requires $\sin(qw/2)=0$, while $a_0$ adjusts the height. The first nonzero root is $qw/2=\pi$, which reproduces $\sigma_c=4\pi^2D/(hw^2)$. For an odd mode,

$$
a_1\frac w2+a_3\sin\frac{qw}2=0,\qquad
a_1+a_3q\cos\frac{qw}2=0 .
$$

Substituting $a_1=-a_3q\cos(qw/2)$ from the second equation into the first gives $\tan(qw/2)=qw/2$. The first positive root is $4.493$, and since stress varies as $q^2$, the odd threshold is $2.05$ times the even one.

### What happens above threshold

For deflections uniform along the strip, let $S=\int f'^2dx$. Since $\int e\,dx=S/2$, the Cauchy–Schwarz inequality gives $\int e^2dx\ge S^2/(4w)$, with equality for uniform $e$. Together with Lemma 3,

$$
U\ge\frac h2(\sigma_c-\sigma)S+\frac{\bar Eh}{8w}S^2 .
$$

The critical shape with uniform $e$ attains this bound. Setting the derivative with respect to $S$ to zero yields

$$
S=\frac{2w(\sigma-\sigma_c)}{\bar E}.
$$

For $f=\tfrac A2[1+\cos(2\pi x/w)]$, the slope is $-(\pi A/w)\sin(2\pi x/w)$. The squared sine integrates to $w/2$, so $S=\pi^2A^2/(2w)$. With $\sigma_c/\bar E=\pi^2h^2/(3w^2)$, the height follows:

$$
A^2=\frac{4w^2}{\pi^2}\,\frac{\sigma-\sigma_c}{\bar E}
=\frac43h^2\left(\frac{\sigma}{\sigma_c}-1\right).
$$

The buckle grows continuously from zero. Across the strip, the compression left in its middle surface is $\sigma-\bar ES/(2w)=\sigma_c$. Along the strip it is $r\sigma-\nu(\sigma-\sigma_c)$, by Hooke's law with no added strain along $y$. Away from the middle surface, bending stresses are added, so the film as a whole is not limited to the critical stress.

Inserting $S$ into the energy gives

$$
U_{\min}=-\frac{hw}{\bar E}(\sigma-\sigma_c)^2
+\frac{hw}{2\bar E}(\sigma-\sigma_c)^2
=-\frac{hw}{2\bar E}(\sigma-\sigma_c)^2 .
$$

The energy released per new debonded area is $G=-dU_{\min}/dw$ at fixed $\sigma$. Because $d\sigma_c/dw=-2\sigma_c/w$,

$$
G=\frac{h}{2\bar E}(\sigma-\sigma_c)^2
+\frac{2h}{\bar E}(\sigma-\sigma_c)\sigma_c
=\frac{h}{2\bar E}(\sigma-\sigma_c)(\sigma+3\sigma_c).
$$

At the threshold $G=0$. In this model a flat loose film gives the crack no energy to advance; buckling comes first, and the debond can widen once $G$ reaches the energy needed to separate the interface. At fixed $\sigma$, $G$ does not grow without limit as $w$ grows: it peaks at $\tfrac43\,h\sigma^2/(2\bar E)$ where $\sigma_c=\sigma/3$ and then falls toward $h\sigma^2/(2\bar E)$, so widening can stop. For real interfaces the separation energy also depends on the mix of opening and shear at the edge, which this model does not describe. The critical stress is therefore a condition for buckling and not by itself a fracture criterion.

The formulas for $A$, $U_{\min}$ and $G$ describe a buckle that stays straight. For $r>2/3$ it does not do so just above $\sigma_c$: the stiffening due to the arch is of order $A^2\propto\sigma-\sigma_c$, while by part (b) a deflection that varies along the strip releases a finite amount of energy there. In that range of $r$ the formulas do not describe the onset of buckling. For $r>\nu$ the compression along the strip grows with $\sigma$, and far above the threshold it can make the buckle vary along its length. The energy is then lower than $U_{\min}$, and the formula for $G$ no longer applies.

### A numerical film

Take model parameters $E=0.5\ \mathrm{eV/Å^3}$, $\nu=0.25$, $h=2000\ \mathrm{Å}$ and $w=100000\ \mathrm{Å}$. Then $h/w=0.02$, $\bar E=0.5/0.9375=0.5333\ \mathrm{eV/Å^3}$, and

$$
D=\frac{0.5333\times2000^3}{12}\ \mathrm{eV}=3.56\times10^8\ \mathrm{eV},
$$

$$
\sigma_c=\frac{\pi^2\times0.5}{3\times0.9375}(0.02)^2
=7.02\times10^{-4}\ \mathrm{eV/Å^3},
$$

or about $112\ \mathrm{MPa}$. If the film is strained only across the strip, so that $r=\nu$, the corresponding strain is $\sigma_c/\bar E=1.32\times10^{-3}$. Solving the formula for the width at a chosen stress of $0.001\ \mathrm{eV/Å^3}$ gives

$$
w_c=\pi h\sqrt{\frac{E}{3(1-\nu^2)\sigma}}=8.38\times10^4\ \mathrm{Å}.
$$

At this stress, and for $r\le2/3$, narrower debonds stay flat and wider ones buckle.

The thin-plate step was tested against a two-dimensional elastic continuum in plane strain, fixed at its two end faces, with no assumption about normals or bending, and with moduli held constant for the Green–Lagrange strain. Its buckling stress divided by the formula is $0.969$ at $h/w=0.05$, $0.995$ at $0.02$ and $0.999$ at $0.01$. Between the last two, the stress grows as the power $1.99$ of $h/w$. Relative to the plate formula, the continuum threshold is thus lower by about $3\%$ for the thickest case and by $0.5\%$ for the film above. The continuum allows shear through the thickness, which the plate model excludes; the calculation does not separate this effect from other corrections. The size of the departure also depends on the strain measure for which the moduli are taken as constant, through terms of the order of the critical strain. With logarithmic strain it is about $1.5\%$ instead of $3\%$ at $h/w=0.05$.

## Deflections that vary along the debond

### Symbols and results carried over

The film has thickness $h$, Young modulus $E$, Poisson ratio $\nu$ and rigidity $D=Eh^3/[12(1-\nu^2)]$. It is clamped at $x=\pm w/2$ and carries compression $\sigma$ across the strip and $r\sigma$ along it. For deflections uniform along the strip, the threshold is $\sigma_c=4\pi^2D/(hw^2)$, with the shape $1+\cos(2\pi x/w)$.

Lengths are now measured in the half-width $a=w/2$: $X=x/a$ and $Y=y/a$. The scaled load is

$$
\Lambda=\frac{\sigma ha^2}{D},
$$

so $\sigma=\sigma_c$ corresponds to $\Lambda=\pi^2$. A prime now means $d/dX$, and integrals over $X$ run from $-1$ to $1$.

### Lemma 4: the load for a given wavenumber

**Statement.** For $W=f(X)\cos\kappa Y$, where $f$ and $f'$ vanish at $X=\pm1$, the quadratic energy is proportional to $\mathcal N-\Lambda\mathcal B$, with

$$
\mathcal N=\int\left(f''^2+2\kappa^2f'^2+\kappa^4f^2\right)dX,\qquad
\mathcal B=\int\left(f'^2+r\kappa^2f^2\right)dX .
$$

Part (a) of the theorem is proved: for deflections uniform along the strip, the threshold is $\sigma_c$. Lemma 4, which extends the energy to deflections that vary along the strip, has been stated; its proof and those of parts (b) and (c) remain.
